**Cubic perovskite modes at Γ, R and M: irreps, tilts and origin dependence**

With the origin on B, the 15 displacements of ABO₃ decompose as 4 T1u + T2u at Γ, A1g + Eg + T1g + 2 T2g + T1u at R, and A1g + A2g + B1g + B2g + Eg + 2 A2u + B1u + 3 Eu at M. Moving the origin to A multiplies the representation matrices by λ(g) = exp[−ik·(τ − gτ)], where k is the wave vector, g a point operation and τ = (½,½,½) the position of A relative to B. The program moves the atoms of a 2×2×2 supercell explicitly and asserts the character formula, the origin factor and all decompositions for both origins. It also asserts the number of rigid-octahedron modes at each point and the tilt labels: T1g (origin B) or T2u (origin A) at R, and A2g or B1g at M. A pair-spring model, with longitudinal constants l and transverse constants t, is then diagonalized, and every level is labelled for both origins. The closed-form stiffnesses K of the two tilts and of the T2u mode are asserted against this diagonalization. The output shows that the tilts are the only unstable modes of the model at these three points, with energies 0.01022i eV at R and 0.00723i eV at M.

## Verification by program

```python
"""Symmetry of the 15 displacements of cubic perovskite ABO3 at Gamma, R, M.

Result under test (origin on B):
  Gamma: 4 T1u + T2u
  R:     A1g + Eg + T1g + 2 T2g + T1u           (tilt = T1g)
  M:     A1g+A2g+B1g+B2g+Eg + 2 A2u+B1u+3 Eu    (tilt about z = A2g)
Moving the origin to A multiplies all characters by
  lambda(g) = exp(-i k.(tau - g tau)), tau = (1/2,1/2,1/2),
so that the tilts become T2u at R and B1g at M.

Symbols: positions are integers in units of a/2; k is stored as twice its
reduced coordinates, so a cell n has the phase (-1)**(k.n).  Operations are
carried out by moving all atoms of a periodic 2x2x2 supercell.
A pair spring has a longitudinal constant l and a transverse constant t.
"""
import itertools
import numpy as np
from scipy import constants as const

SITES = {"A": (1, 1, 1), "B": (0, 0, 0),
         "Ox": (1, 0, 0), "Oy": (0, 1, 0), "Oz": (0, 0, 1)}
NAMES = list(SITES)
KPOINTS = {"Gamma": (0, 0, 0), "R": (1, 1, 1), "M": (1, 1, 0)}
ORIGINS = {"B": np.array([0, 0, 0]), "A": np.array([1, 1, 1])}
CELLS = list(itertools.product((0, 1), repeat=3))

atoms = [(s, n, np.array(SITES[name]) + 2 * np.array(n))
         for n in CELLS for s, name in enumerate(NAMES)]
lookup = {tuple(int(x) for x in pos % 4): j
          for j, (_, _, pos) in enumerate(atoms)}
NDOF = 3 * len(atoms)


def find_atom(position):
    return lookup.get(tuple(int(x) for x in np.asarray(position) % 4))


def sign(k, n):
    return -1.0 if int(np.dot(k, n)) % 2 else 1.0


def bloch_basis(k):
    basis = np.zeros((NDOF, 15))
    for j, (s, n, _) in enumerate(atoms):
        for c in range(3):
            basis[3 * j + c, 3 * s + c] = sign(k, n) / np.sqrt(len(CELLS))
    return basis


def move_atoms(g, center):
    """Matrix of the operation g about center on all supercell displacements."""
    matrix = np.zeros((NDOF, NDOF))
    for j, (_, _, pos) in enumerate(atoms):
        i = find_atom(g @ (pos - center) + center)
        matrix[3 * i:3 * i + 3, 3 * j:3 * j + 3] = g
    return matrix


# The 48 operations of the cubic group: signed permutation matrices
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        g = np.zeros((3, 3), dtype=int)
        for row in range(3):
            g[row, perm[row]] = signs[row]
        group.append(g)


def det(matrix):
    return round(float(np.linalg.det(matrix)))


def cubic_irreps(ops):
    """Characters generated from functions: xyz, (x,y,z), squares, det."""
    parity = np.array([det(g) for g in ops])
    xyz = np.array([g.sum(axis=1).prod() for g in ops])
    vector = np.array([np.trace(g) for g in ops])
    squares = np.array([np.trace(abs(g)) - 1 for g in ops])
    even = {"A1": np.ones(len(ops)), "A2": xyz * parity, "E": squares,
            "T1": vector * parity, "T2": vector * xyz}
    table = {name + "g": row for name, row in even.items()}
    table.update({name + "u": row * parity for name, row in even.items()})
    return table


def tetragonal_irreps(ops):
    """Characters generated from Rz, x2-y2, xy, (xz,yz) and det."""
    parity = np.array([det(g) for g in ops])
    rz = np.array([det(g[:2, :2]) for g in ops])
    x2y2 = np.array([1 if g[0, 0] != 0 else -1 for g in ops])
    xz_yz = np.array([np.trace(g[:2, :2]) * g[2, 2] for g in ops])
    even = {"A1": np.ones(len(ops)), "A2": rz, "B1": x2y2,
            "B2": x2y2 * rz, "E": xz_yz}
    table = {name + "g": row for name, row in even.items()}
    table.update({name + "u": row * parity for name, row in even.items()})
    return table


def reduce_characters(chars, table):
    result = {}
    for name, row in table.items():
        m = float(np.dot(chars, row)) / len(row)
        assert abs(m - round(m)) < 1e-8
        if round(m):
            result[name] = round(m)
    return result


def text(result):
    return " + ".join((str(m) + " " if m > 1 else "") + name
                      for name, m in result.items())


# Representations from explicit atomic motion, for both origins
moved = {o: [move_atoms(g, c) for g in group] for o, c in ORIGINS.items()}
basis, ops, irreps, reps, factor = {}, {}, {}, {}, {}
for label, k in KPOINTS.items():
    V = basis[label] = bloch_basis(k)
    keep = [i for i, g in enumerate(group) if np.all((g @ k - k) % 2 == 0)]
    ops[label] = [group[i] for i in keep]
    make_table = tetragonal_irreps if label == "M" else cubic_irreps
    irreps[label] = make_table(ops[label])
    X = np.array(list(irreps[label].values()))
    assert np.allclose(X @ X.T / len(keep), np.eye(len(X)))
    assert len(keep) == (16 if label == "M" else 48)
    for o, center in ORIGINS.items():
        D = np.array([V.T @ moved[o][i] @ V for i in keep])
        reps[label, o] = D
        for g, matrix in zip(ops[label], D):
            assert np.allclose(matrix @ matrix.T, np.eye(15))
            # character formula: only sites returned to their own sublattice
            phase_sum = 0.0
            for site in SITES.values():
                r = np.array(site) - center
                shift = g @ r - r
                if np.all(shift % 2 == 0):
                    phase_sum += sign(k, shift // 2)
            assert abs(np.trace(matrix) - np.trace(g) * phase_sum) < 1e-9
    tau = ORIGINS["A"]
    factor[label] = np.array([sign(k, (tau - g @ tau) // 2)
                              for g in ops[label]])
    assert np.allclose(reps[label, "A"],
                       factor[label][:, None, None] * reps[label, "B"])


def classify(label, origin, W):
    """Irreps in the space spanned by the orthonormal columns of W."""
    chars = [np.trace(W.T @ D @ W) for D in reps[label, origin]]
    return reduce_characters(chars, irreps[label])


expected = {
    ("Gamma", "B"): dict(T1u=4, T2u=1),
    ("Gamma", "A"): dict(T1u=4, T2u=1),
    ("R", "B"): dict(A1g=1, Eg=1, T1g=1, T2g=2, T1u=1),
    ("R", "A"): dict(A2u=1, Eu=1, T2u=1, T1u=2, T2g=1),
    ("M", "B"): dict(A1g=1, A2g=1, B1g=1, B2g=1, Eg=1, A2u=2, B1u=1, Eu=3),
    ("M", "A"): dict(A1g=1, A2g=1, B1g=1, B2g=1, Eg=1, A2u=1, B1u=2, Eu=3)}
for (label, o), answer in expected.items():
    assert classify(label, o, np.eye(15)) == answer
factor_name = {label: reduce_characters(factor[label], irreps[label])
               for label in KPOINTS}
assert factor_name == {"Gamma": {"A1g": 1}, "R": {"A2u": 1}, "M": {"B2g": 1}}

E3 = np.eye(3, dtype=int)
C3 = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
C4Z = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
C2Z, C2X = np.diag([-1, -1, 1]), np.diag([1, -1, -1])
C2XY = np.array([[0, 1, 0], [1, 0, 0], [0, 0, -1]])
CUBIC_CLASSES = [E3, C3, C2Z, C4Z, C2XY]
TETRA_CLASSES = [E3, C4Z, C2Z, C2X, C2XY]


def on_classes(label, values):
    proper = TETRA_CLASSES if label == "M" else CUBIC_CLASSES
    row = []
    for g in proper + [-p for p in proper]:
        i = next(i for i, h in enumerate(ops[label]) if np.array_equal(g, h))
        row.append(str(round(float(values[i]))))
    return " ".join(row)


print("Class order Gamma,R: E C3 C2z C4z C2xy, then i times each")
print("Class order M: E C4z C2z C2x C2xy, then i times each")
for label in KPOINTS:
    traces = [np.trace(D) for D in reps[label, "B"]]
    print(f"Characters {label}, origin B: {on_classes(label, traces)}")
for label in ("R", "M"):
    print(f"Origin factor {label}: {on_classes(label, factor[label])}"
          f" = {text(factor_name[label])}")
columns = {"A": range(0, 3), "B": range(3, 6), "O": range(6, 15)}
for label in KPOINTS:
    parts = [f"{atom}: {text(classify(label, 'B', np.eye(15)[:, list(c)]))}"
             for atom, c in columns.items()]
    print(f"{label} by atom, origin B: " + "; ".join(parts))
for label in KPOINTS:
    for o in ORIGINS:
        print(f"{label} total, origin {o}: "
              f"{text(classify(label, o, np.eye(15)))}")


# Octahedral rotations: each octahedron turns about its own B atom
def rotation_field(k, axis):
    """Displacements, or None if two octahedra disagree on a shared oxygen."""
    field, assigned = np.zeros(NDOF), set()
    for n in CELLS:
        for corner in np.vstack([E3, -E3]):
            j = find_atom(2 * np.array(n) + corner)
            u = sign(k, n) * np.cross(axis, corner)
            if j in assigned and not np.allclose(field[3 * j:3 * j + 3], u):
                return None
            field[3 * j:3 * j + 3] = u
            assigned.add(j)
    return field / np.linalg.norm(field)


allowed = [k for k in CELLS if rotation_field(k, E3[2]) is not None]
assert set(allowed) == {(1, 1, 0), (1, 1, 1)}
print("k (reduced) allowing rotation about z:",
      ", ".join(str(tuple(x / 2 for x in k)) for k in allowed))
tilt = {"R": np.array([basis["R"].T @ rotation_field(KPOINTS["R"], e)
                       for e in E3]).T,
        "M": (basis["M"].T @ rotation_field(KPOINTS["M"], E3[2]))[:, None]}
tilt_label = {}
for label, W in tilt.items():
    assert np.allclose(W.T @ W, np.eye(W.shape[1]))
    for o in ORIGINS:
        tilt_label[label, o] = text(classify(label, o, W))
    print(f"Tilt at {label}: {tilt_label[label, 'B']} (origin B), "
          f"{tilt_label[label, 'A']} (origin A)")
assert tilt_label == {("R", "B"): "T1g", ("R", "A"): "T2u",
                      ("M", "B"): "A2g", ("M", "A"): "B1g"}


# Pair-spring Hessian; keys are (atom kinds, squared distance in (a/2)^2)
def hessian(springs):
    H, virial = np.zeros((NDOF, NDOF)), 0.0
    for i, (s, _, pos) in enumerate(atoms):
        for d in itertools.product(range(-2, 3), repeat=3):
            d2 = sum(x * x for x in d)
            j = find_atom(pos + np.array(d))
            if d2 == 0 or j is None:
                continue
            kinds = "".join(sorted(NAMES[s][0] + NAMES[atoms[j][0]][0]))
            if (kinds, d2) not in springs:
                continue
            l, t = springs[kinds, d2]
            nn = np.outer(d, d) / d2
            phi = l * nn + t * (np.eye(3) - nn)
            H[3 * i:3 * i + 3, 3 * i:3 * i + 3] += phi
            H[3 * i:3 * i + 3, 3 * j:3 * j + 3] -= phi
            virial += d2 * t
    return H, virial


# Rigid octahedra: only B-O and O-O lengths are held; A atoms are free
rigid, _ = hessian({("BO", 1): (1.0, 0.0), ("OO", 2): (1.0, 0.0)})
for label, answer in {"Gamma": 3, "R": 3, "M": 1}.items():
    V = basis[label]
    values = np.linalg.eigvalsh(V.T @ rigid @ V)
    count = int(np.sum(values < 1e-9)) - 3
    assert count == answer
    if label in tilt:
        assert np.allclose(V.T @ rigid @ V @ tilt[label], 0)
    print(f"Rigid-octahedron modes at {label} (A motion removed): {count}")

springs = {("BO", 1): (10.0, 0.7), ("AO", 2): (0.1, 0.2),
           ("OO", 2): (1.5, -0.3), ("OO", 4): (0.1, -0.05)}
mass = {"A": 100.0, "B": 50.0, "O": 16.0}
H, virial = hessian(springs)
assert abs(virial) < 1e-9          # zero pressure
assert np.allclose(H, H.T)
distance = {1: "a/2", 2: "a/sqrt2", 4: "a"}
for (kinds, d2), (l, t) in springs.items():
    print(f"Spring {kinds} at {distance[d2]}: l = {l:.2f}, "
          f"t = {t:.2f} eV/angstrom^2")
print("Masses: " + ", ".join(f"{x} {m:.0f} u" for x, m in mass.items()))

(l_bo, t_bo), (l_ao, t_ao), (l_oo, t_oo), (l_far, t_far) = springs.values()
common = 2 * t_bo + 2 * (l_ao + t_ao) + 8 * t_oo
formula = {("M", "A2g"): common + 4 * (l_far + t_far),
           ("R", "T1g"): common + 4 * (l_far + 2 * t_far),
           ("Gamma", "T2u"): common + 2 * (l_oo + t_oo)}
energy_unit = const.hbar * np.sqrt(
    const.e / (const.angstrom**2 * const.atomic_mass)) / const.e
root_mass = np.repeat([np.sqrt(mass[name[0]]) for name in NAMES], 3)

unstable, stiffness, tilt_energy = set(), {}, {}
print("Mode energies hbar*omega in eV (i = imaginary): origin B / origin A")
for label in KPOINTS:
    V = basis[label]
    dyn = V.T @ H @ V / np.outer(root_mass, root_mass)
    for o in ORIGINS:
        for D in reps[label, o]:
            assert np.allclose(D @ dyn, dyn @ D)
    values, vectors = np.linalg.eigh(dyn)
    start, levels = 0, 0
    while start < 15:
        stop = start + 1
        while stop < 15 and values[stop] - values[start] < 1e-9:
            stop += 1
        W = vectors[:, start:stop]
        names = {o: classify(label, o, W) for o in ORIGINS}
        assert all(sum(n.values()) == 1 for n in names.values())
        name_b, name_a = text(names["B"]), text(names["A"])
        value = float(np.mean(values[start:stop]))
        energy = energy_unit * np.sqrt(abs(value))
        if value < -1e-9:
            unstable.add((label, name_b))
            tilt_energy[label] = energy
        if (label, name_b) in formula:
            stiffness[label, name_b] = value * mass["O"]
        mark = "i" if value < -1e-9 else ""
        print(f"  {label}: {name_b} / {name_a}: {energy:.5f}{mark}")
        levels += 1
        start = stop
    assert levels == sum(expected[label, "B"].values())
    if label in tilt:
        W = tilt[label]
        name = tilt_label[label, "B"]
        assert np.allclose(dyn @ W, formula[label, name] / mass["O"] * W)
assert unstable == {("R", "T1g"), ("M", "A2g")}

for key, value in formula.items():
    assert abs(stiffness[key] - value) < 1e-9
    print(f"Stiffness K {key[0]} {key[1]}: "
          f"{stiffness[key]:.3f} eV/angstrom^2")
for label, energy in tilt_energy.items():
    wavenumber = energy * const.e / (const.h * const.c) / 100
    print(f"Tilt at {label}: {energy:.5f}i eV = {wavenumber:.1f}i cm^-1")
print("PASS")
```

Output:

```
Class order Gamma,R: E C3 C2z C4z C2xy, then i times each
Class order M: E C4z C2z C2x C2xy, then i times each
Characters Gamma, origin B: 15 0 -5 3 -3 -15 0 5 -3 3
Characters R, origin B: 15 0 -1 1 1 9 0 1 -1 3
Characters M, origin B: 15 1 -1 -1 -3 -3 -1 5 1 3
Origin factor R: 1 1 1 -1 -1 -1 -1 -1 1 1 = A2u
Origin factor M: 1 -1 1 -1 1 1 -1 1 -1 1 = B2g
Gamma by atom, origin B: A: T1u; B: T1u; O: 2 T1u + T2u
R by atom, origin B: A: T2g; B: T1u; O: A1g + Eg + T1g + T2g
M by atom, origin B: A: B1u + Eu; B: A2u + Eu; O: A1g + A2g + B1g + B2g + Eg + A2u + Eu
Gamma total, origin B: 4 T1u + T2u
Gamma total, origin A: 4 T1u + T2u
R total, origin B: A1g + Eg + T1g + 2 T2g + T1u
R total, origin A: T2g + A2u + Eu + 2 T1u + T2u
M total, origin B: A1g + A2g + B1g + B2g + Eg + 2 A2u + B1u + 3 Eu
M total, origin A: A1g + A2g + B1g + B2g + Eg + A2u + 2 B1u + 3 Eu
k (reduced) allowing rotation about z: (0.5, 0.5, 0.0), (0.5, 0.5, 0.5)
Tilt at R: T1g (origin B), T2u (origin A)
Tilt at M: A2g (origin B), B1g (origin A)
Rigid-octahedron modes at Gamma (A motion removed): 3
Rigid-octahedron modes at R (A motion removed): 3
Rigid-octahedron modes at M (A motion removed): 1
Spring BO at a/2: l = 10.00, t = 0.70 eV/angstrom^2
Spring AO at a/sqrt2: l = 0.10, t = 0.20 eV/angstrom^2
Spring OO at a/sqrt2: l = 1.50, t = -0.30 eV/angstrom^2
Spring OO at a: l = 0.10, t = -0.05 eV/angstrom^2
Masses: A 100 u, B 50 u, O 16 u
Mode energies hbar*omega in eV (i = imaginary): origin B / origin A
  Gamma: T1u / T1u: 0.00000
  Gamma: T1u / T1u: 0.01276
  Gamma: T2u / T2u: 0.02286
  Gamma: T1u / T1u: 0.03873
  Gamma: T1u / T1u: 0.09036
  R: T1g / T2u: 0.01022i
  R: T2g / T1u: 0.00912
  R: T2g / T1u: 0.04216
  R: T1u / T2g: 0.04366
  R: Eg / Eu: 0.07581
  R: A1g / A2u: 0.09257
  M: A2g / B1g: 0.00723i
  M: Eu / Eu: 0.00911
  M: B1u / A2u: 0.00914
  M: A2u / B1u: 0.02181
  M: Eg / Eg: 0.02705
  M: Eu / Eu: 0.02913
  M: B2g / A1g: 0.04276
  M: Eu / Eu: 0.04412
  M: B1g / A2g: 0.07616
  M: A1g / B2g: 0.08764
  M: A2u / B1u: 0.08952
Stiffness K M A2g: -0.200 eV/angstrom^2
Stiffness K R T1g: -0.400 eV/angstrom^2
Stiffness K Gamma T2u: 2.000 eV/angstrom^2
Tilt at R: 0.01022i eV = 82.5i cm^-1
Tilt at M: 0.00723i eV = 58.3i cm^-1
PASS
```
